# Silicon's low-temperature Debye temperature from its elastic constants

## Problem

Silicon has a diamond structure with cubic lattice constant \(a=0.543\) nm and atomic mass 28.085 u. Rounded measured elastic constants near room temperature are

\[
C_{11}=166,\qquad C_{12}=64,\qquad C_{44}=80\ \text{GPa}.
\]

Treat the crystal as harmonic, undoped and free of stress.

(a) Derive the equation for the sound speeds and solve it along [100], [110] and [111].

(b) Show which directional average of the speeds fixes the low-temperature heat capacity, and derive the Debye temperature \(\theta\).

(c) Estimate \(\theta\) by hand from the three directions, then give the converged value.

(d) Find how \(\theta\) responds to errors in the elastic constants, and compare simpler averages.

(e) Estimate where lattice dispersion spoils the result, and explain what this limit demands of interpolated phonons from density functional perturbation theory.

## Solution

### (a) Sound speeds

Let \(\mathbf u(\mathbf r,t)\) be the displacement and \(\rho\) the density. Hooke's law is \(\sigma_{ij}=C_{ijkl}\varepsilon_{kl}\), with repeated indices summed. Since \(C_{ijkl}\) is symmetric in \(k,l\), the strain may be replaced by \(\partial_l u_k\). Newton's law becomes

\[
\rho\,\ddot u_i=\partial_j\sigma_{ij}=C_{ijkl}\,\partial_j\partial_l u_k .
\]

Insert \(\mathbf u=\mathbf e\,e^{i(q\mathbf n\cdot\mathbf r-\omega t)}\), where \(\mathbf n\) is a unit vector. Two time derivatives give \(-\omega^2\) and two space derivatives give \(-q^2n_jn_l\). The minus signs cancel, and with \(v=\omega/q\),

\[
\Gamma_{ik}e_k=\rho v^2e_i,\qquad \Gamma_{ik}=C_{ijkl}n_jn_l .
\]

This is the Christoffel equation. Its three eigenvalues give three speeds for each direction.

In a cubic crystal the nonzero constants are \(C_{1111}=C_{11}\), \(C_{1122}=C_{12}\), \(C_{1212}=C_{1221}=C_{44}\), and those related by symmetry. Hence

\[
\Gamma_{11}=C_{11}n_1^2+C_{44}(n_2^2+n_3^2)=C_{44}+(C_{11}-C_{44})n_1^2,
\]
\[
\Gamma_{12}=C_{1122}n_1n_2+C_{1221}n_2n_1=(C_{12}+C_{44})n_1n_2 ,
\]

and the other elements follow by permuting axes.

The speeds are real if every strain costs energy, because \(e_i\Gamma_{ik}e_k\) is twice the energy density of the strain made from \(\mathbf e\) and \(\mathbf n\). For a cubic crystal this requires \(C_{11}-C_{12}>0\), \(C_{11}+2C_{12}>0\) and \(C_{44}>0\). The given values satisfy all three.

Along [100], \(\Gamma\) is diagonal, with eigenvalues \(C_{44},C_{44},C_{11}\).

Along [110], \(n_1=n_2=1/\sqrt2\). The upper block has diagonal \((C_{11}+C_{44})/2\) and off-diagonal \((C_{12}+C_{44})/2\). Their sum, their difference and the separate \(z\) element give

\[
\rho v^2=\frac{C_{11}+C_{12}+2C_{44}}2,\quad \frac{C_{11}-C_{12}}2,\quad C_{44}.
\]

Along [111], all diagonal elements are \((C_{11}+2C_{44})/3\) and all off-diagonal elements are \((C_{12}+C_{44})/3\). The vector \((1,1,1)\) adds two off-diagonal elements to the diagonal; vectors perpendicular to it subtract one:

\[
\rho v^2=\frac{C_{11}+2C_{12}+4C_{44}}3,\qquad
\frac{C_{11}-C_{12}+C_{44}}3\ \text{(twice)} .
\]

The cubic cell holds eight atoms, so \(n=8/a^3=4.9968\times10^{22}\) cm\(^{-3}\) and \(\rho=2.3303\) g/cm³. For example, the slow [110] wave has \(v=\sqrt{51\ \text{GPa}/\rho}=4.678\) km/s. All speeds, in km/s, are:

- [100]: 5.859, 5.859, 8.440
- [110]: 4.678, 5.859, 9.148
- [111]: 5.102, 5.102, 9.372

### (b) The average and the Debye temperature

At low temperature only long acoustic waves are excited, with \(\omega=v_s(\mathbf n)q\) for branch \(s\). Wavevectors have density \(1/(2\pi)^3\) per unit crystal volume. The number of modes of branch \(s\) below \(\omega\), per volume, is

\[
N_s=\int\frac{d\Omega}{(2\pi)^3}\int_0^{\omega/v_s}q^2dq
=\frac{\omega^3}{3(2\pi)^3}\int\frac{d\Omega}{v_s^3}
=\frac{\omega^3}{6\pi^2}\left\langle v_s^{-3}\right\rangle ,
\]

where \(\langle\cdots\rangle=\int d\Omega\,(\cdots)/4\pi\). The inverse cube arises because a slow wave reaches frequency \(\omega\) at a large wavevector, and the enclosed volume grows as its cube. Define

\[
\frac1{v_m^3}=\frac13\sum_{s=1}^3\left\langle v_s^{-3}\right\rangle .
\]

Differentiating the total count gives the density of states

\[
g(\omega)=\frac{3\omega^2}{2\pi^2v_m^3}.
\]

A mode with \(x=\hbar\omega/k_BT\) contributes \(k_Bx^2e^x/(e^x-1)^2\) to the heat capacity, the temperature derivative of \(\hbar\omega/(e^x-1)\). Substitute \(\omega=k_BTx/\hbar\):

\[
C_V=\frac{3k_B}{2\pi^2}\left(\frac{k_BT}{\hbar v_m}\right)^3
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx .
\]

The upper limit may be infinite because high-frequency modes are frozen out. Integration by parts, with vanishing boundary terms, gives

\[
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx
=4\int_0^\infty\frac{x^3}{e^x-1}dx
=4\cdot6\sum_{m=1}^\infty\frac1{m^4}=\frac{4\pi^4}{15},
\]

where \(1/(e^x-1)=\sum_m e^{-mx}\) and \(\sum m^{-4}=\pi^4/90\) were used. Therefore

\[
C_V=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v_m}\right)^3 .
\]

The Debye model assigns \(3n\) modes per volume to a spectrum proportional to \(\omega^2\), cut off at \(\omega_D=k_B\theta/\hbar\). Normalization gives \(g_D=9n\omega^2/\omega_D^3\). The same integral then yields, for \(T\ll\theta\),

\[
C_V=9nk_B\left(\frac T\theta\right)^3\frac{4\pi^4}{15}
=\frac{12\pi^4}{5}nk_B\left(\frac T\theta\right)^3 .
\]

Equating the two results and cancelling \(2\pi^2k_BT^3/5\) gives \(6\pi^2n/\theta^3=(k_B/\hbar v_m)^3\), or

\[
\boxed{\theta=\frac{\hbar}{k_B}(6\pi^2n)^{1/3}v_m } .
\]

Here \(n\) counts atoms. Silicon has two atoms per primitive cell, and counting cells instead divides \(\theta\) by \(2^{1/3}\). The heat capacity per volume is unchanged, since it depends on \(n/\theta^3\). A quoted Debye temperature therefore needs its counting convention.

In an isotropic solid, \(C_{11}-C_{12}=2C_{44}\). Then \(\Gamma_{ik}=C_{44}\delta_{ik}+(C_{12}+C_{44})n_in_k\), whose eigenvalues do not depend on direction. With \(\rho v_t^2=C_{44}\) and \(\rho v_l^2=C_{11}\), the average reduces to \(v_m^{-3}=(2v_t^{-3}+v_l^{-3})/3\). For silicon \(2C_{44}/(C_{11}-C_{12})=1.569\), so the speeds depend on direction, and the exact average needs an integral over directions.

### (c) Evaluating the average

Let \(F(\mathbf n)=\sum_s v_s^{-3}\). It has cubic symmetry. On the unit sphere, any polynomial up to degree seven that has the full symmetry of a cube is a combination of \(1\), \(P=\sum_i n_i^4\) and \(Q=n_1^2n_2^2n_3^2\). Three directions with suitable weights can average these three functions exactly.

The required means follow from three independent Gaussian variables of unit variance. Their radius is independent of direction, with \(\langle r^4\rangle=15\) and \(\langle r^6\rangle=105\). Since \(\langle x^4\rangle=3\) and \(\langle x^2y^2z^2\rangle=1\), we get \(\langle P\rangle=3\cdot3/15=3/5\) and \(\langle Q\rangle=1/105\).

The values of \((P,Q)\) are \((1,0)\) along [100], \((1/2,0)\) along [110] and \((1/3,1/27)\) along [111]. The weights obey

\[
w_{100}+w_{110}+w_{111}=1,\quad
w_{100}+\tfrac12w_{110}+\tfrac13w_{111}=\tfrac35,\quad
\tfrac1{27}w_{111}=\tfrac1{105}.
\]

The last equation gives \(w_{111}=9/35\). The first two become \(w_{100}+w_{110}=26/35\) and \(w_{100}+w_{110}/2=18/35\), so

\[
\langle F\rangle\approx\frac{10F_{100}+16F_{110}+9F_{111}}{35}.
\]

From the speeds in part (a), in units of \(10^{-3}\) (km/s)\(^{-3}\),

\[
F_{100}=2(4.972)+1.663=11.607,
\]
\[
F_{110}=9.768+4.972+1.306=16.046,
\]
\[
F_{111}=2(7.530)+1.215=16.275 .
\]

The weighted mean is 14.837. Dividing by three gives \(v_m^{-3}=4.946\times10^{-3}\) (km/s)\(^{-3}\), hence \(v_m\approx5.87\) km/s.

For the converged value, average over one octant:

\[
\langle F\rangle=\int_0^1dz\;\frac2\pi\int_0^{\pi/2}d\varphi\,F(z,\varphi),\qquad z=n_3 .
\]

One octant suffices because reversing a component \(n_i\) changes \(\Gamma\) only by a change of sign of one basis vector. Although individual speeds can have kinks where branches touch, \(F=\mathrm{tr}\,(\Gamma/\rho)^{-3/2}\) is smooth for positive \(\Gamma\). Gauss quadrature therefore converges quickly. Relative to a 24×24 grid, the error in \(\theta\) is 0.15 K with 4×4 points and \(5\times10^{-4}\) K with 8×8. The result is

\[
v_m=5.8996\ \text{km/s}.
\]

The Debye wavevector is \((6\pi^2n)^{1/3}=14.356\) nm\(^{-1}\), and \(\hbar/k_B=7.638\times10^{-12}\) K s. Thus

\[
\theta=(7.638\times10^{-12})(1.4356\times10^{10})(5899.6)\ \text{K}
\approx647\ \text{K}.
\]

To the nearest 5 K this is 645 K. The hand average gives \(647\times5.87/5.90\approx644\) K, about 0.5% lower than the converged result. An independent set of 20,000 directions spread along a spiral reproduces the converged value to the printed 0.01 K.

The corresponding angular frequency \(k_B\theta/\hbar\) is 84.70 rad/ps. It is not an energy: the Debye energy is \(\hbar\) times this frequency, \(k_B\theta\approx56\) meV. The frequency is a parameter of the equivalent Debye spectrum, not a claim that sound remains linear up to that frequency.

The three branches, ordered from slow to fast, contribute 53%, 38% and 9% of the inverse-cube sum. The two slower branches therefore supply about 91% of the low-temperature heat capacity. At 5 K the elastic limit gives

\[
C_V=\frac{12\pi^4}{5}R\left(\frac5{647}\right)^3\approx0.90\ \text{mJ/(mol K)},
\]

with \(R\) the gas constant. Counting primitive cells would give a Debye temperature of 513 K for this same physical heat capacity.

### (d) Sensitivity and simpler averages

At fixed \(\rho\) and \(a\), multiplying all elastic constants by \(\lambda\) multiplies every speed, and hence \(\theta\), by \(\sqrt\lambda\). Differentiation at \(\lambda=1\) gives

\[
\sum_\alpha C_\alpha\frac{\partial\theta}{\partial C_\alpha}=\frac\theta2 .
\]

The computed logarithmic slopes for \(C_{11},C_{12},C_{44}\) are 0.355, −0.119 and 0.264, which add to 0.500. The slopes themselves are 1.38, −1.20 and 2.14 K/GPa.

The negative slope has a direct origin. For a normalized polarization \(\mathbf e\), first-order perturbation theory gives

\[
\frac{\partial(\rho v^2)}{\partial C_{12}}
=\sum_{i\ne j}e_in_in_je_j
=(\mathbf e\cdot\mathbf n)^2-\sum_i e_i^2n_i^2 .
\]

For a purely transverse wave the first term vanishes, so raising \(C_{12}\) cannot raise its speed. A purely longitudinal wave has the derivative \(1-\sum_i n_i^4\ge0\), but the fast branch has little weight in the sum.

If each constant is wrong by 0.5 GPa, with signs chosen to add, the linear error is

\[
0.5(1.384+1.204+2.135)\ \text{K}\approx2.4\ \text{K}.
\]

Rounding of the elastic constants alone therefore leaves \(\theta\) uncertain by about 2 K.

Other averages can be compared with all inputs held fixed:

- The plain mean of the speeds over directions and branches gives 724 K, or 12% too high. A mean of order −3 cannot exceed an arithmetic mean, so the sign of this error is general. Since \(C_V\propto\theta^{-3}\), the predicted heat capacity is 29% too low.
- The [100] speeds alone, combined by their inverse cubes, give 699 K, or 8% too high. They miss the slower transverse waves along other directions, such as [110] and [111].
- An isotropic Hill average gives 650 K, only 0.4% too high. It uses the bulk modulus \((C_{11}+2C_{12})/3\) and the mean of two shear moduli, \((C_{11}-C_{12}+3C_{44})/5\) and \(5(C_{11}-C_{12})C_{44}/[4C_{44}+3(C_{11}-C_{12})]\).

The small Hill error belongs to this set of constants and is not a bound for other cubic crystals.

### (e) Dispersion and interpolated phonons

To see how dispersion enters, replace the continuum by a diamond lattice with springs, the Keating model. It reproduces the elastic limit well, but it understates the dispersion of real silicon, as shown below. Let \(\mathbf e_b\) point from an atom to neighbour \(b\), and let \(\Delta\mathbf u_b\) be the relative displacement of that neighbour. The energy is

\[
E=\frac{k_s}2\sum_{\text{bonds}}(\mathbf e_b\cdot\Delta\mathbf u_b)^2
+\frac{k_b}2\sum_{\text{angles}}
(\mathbf e_b\cdot\Delta\mathbf u_c+\mathbf e_c\cdot\Delta\mathbf u_b)^2 .
\]

A primitive cell of volume \(\Omega=a^3/4\) has four bonds of length \(r_0=\sqrt3a/4\) and twelve angles. For uniform expansion \(\varepsilon\), \(\Delta\mathbf u_b=\varepsilon r_0\mathbf e_b\). Since \(\mathbf e_b\cdot\mathbf e_c=-1/3\), each angle term is \(-2\varepsilon r_0/3\). Matching the elastic energy gives

\[
3(C_{11}+2C_{12})\Omega=r_0^2\left(4k_s+\tfrac{16}{3}k_b\right).
\]

For the strain \(\mathrm{diag}(\varepsilon,-\varepsilon,0)\) the bond terms vanish. Both this strain and the uniform expansion keep the twofold axes along \(x\), \(y\) and \(z\) through every atom. No vector is unchanged by all three rotations, so the two sublattices do not shift relative to each other, and each \(\Delta\mathbf u_b\) is just the strain applied to the bond. Eight angle terms have magnitude \(4\varepsilon r_0/3\) and four vanish, so

\[
(C_{11}-C_{12})\Omega=\tfrac{64}{9}k_br_0^2 .
\]

These equations give \(k_s=145.8\) N/m and \(k_b=10.4\) N/m. The lattice then predicts \(C_{44}=79.4\) GPa, which was not fitted. Its elastic \(\theta\) is 645.6 K.

The calorimetric \(\theta(T)\) is the value that makes the full Debye heat capacity equal that of the lattice. Integrating the lattice modes gives 645.6 K at 1 K, which tests the elastic formula, then 643.3 K at 10 K and 634.0 K at 20 K. In this model the drop at 20 K is 1.8% of the elastic value and means a heat capacity about 6% above the \(T^3\) law.

The leading behaviour follows from \(\omega=vq(1-\beta q^2)\). Inversion gives \(q\approx(\omega/v)(1+\beta\omega^2/v^2)\), so the mode count gains a relative correction proportional to \(\omega^2\). Typical frequencies scale with \(T\), hence the shift of \(\theta\) starts as \(T^2\). The computed drops, 2.3 K and 11.6 K, have a ratio near 5 rather than 4, so higher terms already matter at 20 K.

In real silicon the lowest transverse frequency at the zone-boundary point X is roughly 4.5 THz. The spring model gives 7.76 THz, while extending the linear law gives 10.79 THz. The model thus bends this branch too little, and this matters for \(\theta(T)\). Suppose the angle terms at two bonded atoms are coupled along planar zigzag chains. With \(t=\mathbf e_b\cdot\Delta\mathbf u_c+\mathbf e_c\cdot\Delta\mathbf u_b\), add \(k'tt'\) to the energy for each pair of successive angles along such a chain. Each angle has two partners, and under uniform strain \(t'=t\), so replacing \(k_b\) by \(k_b-2k'\) keeps the elastic constants the same. The values \(k'\approx0.25k_b\) and \(0.33k_b\) give X frequencies of 5.5 and 4.5 THz. When this coupling lowers the X frequency to 5.5 THz, the drop in \(\theta\) grows to about 1.5% at 10 K and 8% at 20 K, and the heat capacity at 20 K lies about 30% above the \(T^3\) law. When it lowers the X frequency to 4.5 THz, the drops are about 2% and 14%, and the heat capacity lies about 6% above the \(T^3\) law at 10 K and 55% above it at 20 K. These figures still come from a model fitted to one zone-boundary frequency, so they show the size of the effect rather than exact values for silicon. The 1.8% of the simple spring model should therefore not be used as an error estimate for silicon: at 20 K the elastic result is already unreliable. The inputs are also room-temperature values, whereas a strict zero-temperature limit needs cold ones. If all three constants stiffen by a rough 1% on cooling, \(\theta\) rises by 3.2 K. Doped silicon can have an additional electronic heat capacity, which is omitted here.

Density functional perturbation theory supplies force constants from which phonons can be interpolated to many wavevectors. A thermodynamic sum must sample the few long waves that are still excited. For the spring lattice at 5 K, an 8×8×8 mesh shifted by half a step gives only 0.207 of the converged heat capacity.

A short estimate shows why. The nearest mesh points lie along [111], at \(q=\sqrt3\,\pi/(8a)=1.25\) nm\(^{-1}\). Their transverse waves have \(x=\hbar v q/k_BT\approx9.76\), so each contributes about \(x^2e^{-x}k_B\approx0.0055k_B\). Two opposite points with two transverse modes each, shared among \(2\times8^3=1024\) atoms, give \(2.1\times10^{-5}k_B\) per atom. The converged value is \(1.09\times10^{-4}k_B\). These four modes alone give a ratio of about 0.20 and account for most of the mesh result.

The remedy is a denser interpolation mesh, or the elastic integral near \(q=0\). A denser mesh removes the sampling error, but not an error in the sound speeds given by the interpolated force constants: a uniform relative error \(\delta\) in those speeds produces the same relative error in \(\theta\), and approximately \(-3\delta\) in the heat capacity. The force constants must also obey the acoustic sum rule, so that a rigid translation costs no energy and \(\omega\to0\) as \(q\to0\). Computed force constants satisfy it only approximately unless it is imposed, and a denser mesh does not cure a violation. If it leaves \(\omega^2=v^2q^2+\omega_0^2\), a gap \(\omega_0/2\pi\) of 0.1 THz lowers the heat capacity at 5 K by about 6%, and a gap of 0.3 THz lowers it by about 39%.

## Numbers as computed

```
INPUTS: silicon, rounded measured values
C11, C12, C44 = 166, 64, 80 GPa
lattice constant = 0.543 nm
atomic mass = 28.085 u
density = 2.3303 g/cm3
atom density = 4.9968e+22 cm^-3
anisotropy 2C44/(C11-C12) = 1.569
SOUND SPEEDS, ascending, km/s
[100]: 5.859, 5.859, 8.440
[110]: 4.678, 5.859, 9.148
[111]: 5.102, 5.102, 9.372
DEBYE TEMPERATURE
inverse-cube mean speed v_m = 5.8996 km/s
Debye wavevector = 14.356 nm^-1
theta = 646.94 K
Debye energy kB theta = 84.70 rad/ps
branch shares of inverse-cube sum, slow to fast = 53.17, 37.50, 9.33 %
theta, 4x4 octant grid minus 24x24 = 1.49e-01 K
theta, 8x8 octant grid minus 24x24 = 4.67e-04 K
theta, 16x16 octant grid minus 24x24 = 2.52e-09 K
theta, 20000 spiral directions = 646.94 K
theta if primitive cells are counted = 513.48 K
molar heat capacity at 5 K = 0.8974 mJ/(mol K)
SHORTCUTS
theta from plain mean of speeds = 723.68 K
theta from [100] speeds alone = 698.53 K
theta from isotropic Hill average = 649.69 K
SENSITIVITY
dtheta/dC11, dC12, dC44 = 1.384, -1.204, 2.135 K/GPa
logarithmic slopes = 0.3551, -0.1191, 0.2641
sum of logarithmic slopes = 0.50000
largest shift for 0.5 GPa input rounding = 2.36 K
shift if all constants stiffen by 1% = 3.23 K
SPRING LATTICE (Keating model)
stretch, bend constants = 145.80, 10.38 N/m
C44 predicted by lattice = 79.38 GPa
largest speed mismatch, general direction = 2.6e-07
elastic theta of this lattice = 645.62 K
calorimetric theta at 1 K = 645.60 K
calorimetric theta at 10 K = 643.29 K
calorimetric theta at 20 K = 634.01 K
mesh shift at 20 K, 24^3 to 32^3 = -1.61e-08 K
heat at 5 K, 8^3 mesh / converged = 0.207
transverse frequency at X, lattice = 7.76 THz
transverse frequency at X, linear law = 10.79 THz
```
